# Transport gap of a periodic graphene grain boundary

## Problem

Two wide graphene grains meet along a straight boundary that repeats with period \(d\). On the left, one period is the lattice vector \(\mathbf T_L=n_L\mathbf a_1+m_L\mathbf a_2\), and on the right it is \(\mathbf T_R=n_R\mathbf a_1'+m_R\mathbf a_2'\). The primitive vectors of each grain have length \(a\) and enclose 60 degrees. Motion is elastic and phase coherent, both grains have their Dirac energy at \(E=0\), and the low-energy bands are isotropic cones of velocity \(v\).

1. Find where the Dirac points of each grain project on the momentum axis along the boundary.
2. For a boundary whose two sides project them to different momenta, derive the energy range in which no electron is transmitted, and evaluate it for \(d=1\) nm and \(v=10^6\) m/s.
3. Determine how the range changes when the Dirac energies of the grains differ by \(U\).
4. Find how fast a blocked wave decays in the second grain.
5. Decide whether two unstrained grains can form such a boundary, and estimate the effect of strain.

## Solution

### 1. Projection of the Dirac points

With equal nearest-neighbour hopping \(t\), an atom of one sublattice has three neighbours, in cells displaced by \(0\), \(-\mathbf a_1\) and \(-\mathbf a_2\). Writing \(\theta_i=\mathbf k\cdot\mathbf a_i\), the bands are
\[
E=\pm t|f|,\qquad f=1+e^{-i\theta_1}+e^{-i\theta_2}.
\]
Three complex numbers of unit length add to zero when their directions differ by 120 degrees. One Dirac point \(\mathbf K\) therefore has \(\theta_1=2\pi/3\), \(\theta_2=-2\pi/3\), and the other is \(-\mathbf K\).

To find the cone, set \(\mathbf k=\mathbf K+\mathbf q\), \(x=\mathbf q\cdot\mathbf a_1\), \(y=\mathbf q\cdot\mathbf a_2\). To first order,
\[
f\simeq -i\left(x\,e^{-2\pi i/3}+y\,e^{2\pi i/3}\right),\qquad
|f|^2=x^2+y^2+2xy\cos\frac{4\pi}{3}=x^2+y^2-xy .
\]
With \(x=aq_x\) and \(y=a(q_x+\sqrt3 q_y)/2\), the terms in \(q_xq_y\) cancel and \(|f|^2=\tfrac34a^2q^2\). Hence \(|E|=\hbar v|\mathbf q|\) with \(\hbar v=\sqrt3\,at/2\).

The boundary conserves the Bloch phase per period, \(\phi=k_\parallel d\), modulo \(2\pi\). The Dirac point has the phase
\[
\mathbf K\cdot\mathbf T=n\frac{2\pi}{3}-m\frac{2\pi}{3}=\frac{2\pi}{3}(n-m).
\]
If \(n-m\) is divisible by 3, both valleys project to \(\phi=0\). Otherwise they project to \(\phi=\pm2\pi/3\), one valley at each sign.

### 2. The transport gap

Suppose that \(n-m\) is divisible by 3 on one side but not on the other. The projected Dirac momenta are then \(2\pi j/d\) on the first side and \(2\pi(j'\pm\tfrac13)/d\) on the second, with integer \(j,j'\). Their smallest separation is
\[
\Delta k=\frac{2\pi}{3d}.
\]

Let \(k_L,k_R\) be projected Dirac momenta of the two sides. On side \(s\),
\[
E^2=\hbar^2v^2\left[(k_\parallel-k_s)^2+k_\perp^2\right].
\]
A propagating wave has real \(k_\perp\), so that \(|k_\parallel-k_s|\le |E|/\hbar v\). Transmission between two wide grains needs a propagating wave on both sides at the same \(k_\parallel\). By the triangle inequality,
\[
\Delta k\le |k_L-k_R|\le |k_\parallel-k_L|+|k_\parallel-k_R|\le\frac{2|E|}{\hbar v}.
\]
Below \(|E|=\hbar v\Delta k/2\) this cannot be met. At that energy it is met by the momentum midway between the nearest Dirac points, so the threshold is sharp. The forbidden range extends equally above and below \(E=0\), and its full width is
\[
\boxed{E_g=\hbar v\,\Delta k=\frac{2\pi\hbar v}{3d}}
\]

Inside this range an incoming wave meets only decaying waves in the second grain. Their current vanishes far from the boundary, and since current is conserved, the transmitted current is zero. The atomic structure of the boundary does not enter, provided that it keeps the period. It does determine the transmission above threshold. Each grain still has states inside the range, so this is a gap in transmission and not in the density of states.

For \(d=1\) nm, \(\hbar v=0.6582\) eV nm and \(\Delta k=2\pi/3=2.094\) nm\(^{-1}\). Therefore
\[
E_g=0.6582\times2.094=1.38\ \text{eV},\qquad \frac{E_g}{2}=0.69\ \text{eV}.
\]

If the grains are unstrained and \(n-m\) is divisible by 3 on both sides or on neither, the two sets of projected points coincide and the kinematic gap is zero. The pair \((5,3)|(7,0)\) is an example: the lattice bands give a gap of zero to rounding error.

The claim about atomic structure was tested on a lattice junction \((5,0)|(3,3)\), with two arbitrary sets of interface couplings. At 1.1 times the half-gap the largest transmission over the sampled phases is about 0.12 for each set. At 0.9 times it is below \(2\times10^{-6}\). A small residue is expected because the calculation gives the energy an imaginary part of \(10^{-7}\) eV. At half the half-gap, raising this part tenfold raises the residue by a factor of 10.0, as a purely numerical leakage should.

### 3. Different Dirac energies

Place the Dirac energies at \(+U/2\) on the left and \(-U/2\) on the right. The largest allowed distances from the projected Dirac points become \(|E-U/2|/\hbar v\) and \(|E+U/2|/\hbar v\), so transmission requires
\[
\left|E-\frac U2\right|+\left|E+\frac U2\right|\ge\hbar v\Delta k=E_g .
\]
For \(|E|\ge|U|/2\), both quantities inside the bars have the sign of \(E\), and the sum is \(2|E|\). For \(|E|<|U|/2\) they have opposite signs, and the sum is \(|U|\). The condition is therefore
\[
\max(2|E|,|U|)\ge E_g .
\]

As long as \(|U|<E_g\), the gap keeps its width and stays centred on the mean Dirac energy. Once \(|U|\) exceeds \(E_g\), the condition holds at every energy within the cone model, and the gap disappears. Near \(E=0\) the electron then passes between the conduction band of one grain and the valence band of the other.

For the \((5,0)|(3,3)\) lattice, an offset of 0.4 eV leaves the gap at 1.11 eV, unchanged within the resolution of a few meV set by the energy and phase grids. Its centre moves by about 0.01 eV, because the projected band edges of the two sides have different slopes. The energy \(E=0\) is closed when \(U\) is 0.9 times the gap and open when it is 1.2 times the gap. Because the lattice bands are curved, the blocked energies do not all open at once. Opening starts before \(U\) reaches the gap: about 0.9 eV in total is blocked when \(U\) is 3 % below the gap, and about 0.6 eV when it equals the gap. About 0.4 eV in total is still blocked when \(U\) is 2 % above the gap, and about 0.1 eV when it is 5 % above.

### 4. Decay in the blocked grain

Measure \(k\) from the Dirac point of the incident grain towards the nearest one of the blocked grain, and let \(q=|E|/\hbar v\). In the blocked grain \(k_\perp=i\kappa\), and the cone gives
\[
\kappa^2=(\Delta k-k)^2-q^2 .
\]
Incident waves have \(|k|\le q\), and \(q<\Delta k/2\) inside the gap. The right side falls as \(k\) rises, so the slowest decay is at \(k=q\):
\[
\kappa_{\min}^2=(\Delta k-q)^2-q^2=\Delta k^2-2q\Delta k .
\]
It goes to zero at the gap edge, where \(q=\Delta k/2\).

At \(E=E_g/4=0.345\) eV, \(q=\Delta k/4\) and \(\kappa_{\min}=\Delta k/\sqrt2=1.48\) nm\(^{-1}\). Across a grain 10 nm wide the exponential factor in the leakage is
\[
e^{-2\kappa L}=e^{-2\times1.481\times10}\simeq1.4\times10^{-13}.
\]

At such a short period the cone is not accurate for \(\kappa\). Consider a boundary along \(\mathbf a_1\), and write \(\alpha=\theta_1\), \(c=1+e^{-i\alpha}\), \(\lambda=e^{i\theta_2}\). For a decaying wave \(|\lambda|\ne1\), and the band equation becomes
\[
\left(c+\lambda^{-1}\right)\left(c^*+\lambda\right)=\left(\frac Et\right)^2 .
\]
Put \(c\lambda=-|c|e^\mu\), so that \(c^*/\lambda=-|c|e^{-\mu}\). Expanding the product gives
\[
1+|c|^2-2|c|\cosh\mu=\left(\frac Et\right)^2 ,
\]
and, with \(\cosh\mu=1+2\sinh^2(\mu/2)\),
\[
4|c|\sinh^2\frac\mu2=(1-|c|)^2-\left(\frac Et\right)^2,\qquad
\kappa=\frac{|\mu|}{\sqrt3a/2}.
\]
The last relation holds because successive atomic rows are \(\sqrt3a/2\) apart.

Near the Dirac point \(|c|\to1\) and the cone result returns. Away from it, \(|c|=2\cos(\alpha/2)\) exceeds 1 for \(\alpha\) just below \(2\pi/3\) and is less than 1 above. The factor \(|c|\) on the left therefore slows the decay below the Dirac point and speeds it above. The term \((1-|c|)^2\) acts in the same direction, because the cosine curve makes \(|c|\) depart from 1 more slowly below the Dirac point than above it.

For a blocked grain with a period of \(n\) cells, the nearest incident waves lie below the Dirac point if \(n\) leaves remainder 1 on division by 3, and above it if the remainder is 2. If \(n\) is divisible by 3, they lie on both sides, and the slower decay below the Dirac point dominates the leakage. For the nominal \(d=1\) nm, which is not a whole number of cells, and \(a=0.246\) nm, the values for the two cases are 1.20 and 1.93 nm\(^{-1}\), with leakage factors \(4\times10^{-11}\) and \(2\times10^{-17}\). The cone value is thus good for the scale of \(\kappa\), but not for the leakage factor. For longer periods it improves: the largest relative error in the tested cases falls from 3.2 % at 40 cells per period to 0.8 % at 160.

### 5. Misfit and strain

The squared length of a period, in units of \(a^2\), is
\[
N=n^2+nm+m^2=(n-m)^2+3nm .
\]
Hence \(N\) is divisible by 3 when \(n-m\) is, and otherwise leaves remainder 1. Two equal periods have equal \(N\), so both sides belong to the same class. **Two unstrained grains with equal periods cannot have this gap.** A periodic boundary between grains of different classes needs strain to bring two different natural periods to a common \(d\). Wide grains do not easily sustain it, because the elastic energy grows with their width. At a misfit of 4 %, a rough elastic estimate makes misfit dislocations cheaper once the grains are wider than a few nanometres. Unless something such as a substrate holds the strain, these dislocations can break the period, and the gap is then no longer guaranteed.

First ignore the effect of strain on the hopping. Each side then keeps its band energies as functions of \(\phi\), and propagation requires \(|\phi-\phi_s|\le|E|d_s/\hbar v\), where \(d_s\) is the natural period. Adding the two conditions gives
\[
\frac{2\pi}{3}\le\frac{|E|(d_L+d_R)}{\hbar v},\qquad
E_g=\frac{2\pi\hbar v}{3\bar d},\qquad \bar d=\frac{d_L+d_R}{2}.
\]

For \((5,0)|(3,3)\), \(\bar d=1.254\) nm and the formula gives 1.099 eV. The full nearest-neighbour bands give 1.111 eV, which is 1.0 % above it. Enlarging both periods by factors of 2, 4 and 8 gives deviations of −0.8, +0.3 and −0.2 %.

The alternating sign follows from the curvature of the bands. On the \((5s,0)\) side, minimizing \(|f|\) over \(\theta_2\) gives the band edge \(t|2\cos(\alpha/2)-1|\). With \(\alpha=2\pi/3+\delta\),
\[
2\cos\frac\alpha2-1=\cos\frac\delta2-\sqrt3\sin\frac\delta2-1\simeq-\frac{\sqrt3}{2}\delta-\frac{\delta^2}{8}.
\]
The edge is steeper for \(\delta>0\) and flatter for \(\delta<0\). For \(s=1\) and 4 this Dirac point projects to \(-2\pi/3\), so moving towards \(\phi=0\) means \(\delta>0\) and a larger gap. For \(s=2\) and 8 it projects to \(+2\pi/3\), and the sign is reversed. The \((3s,3s)\) side has the edge \(t|\sin(\alpha'/2)|\), where \(\alpha'=\phi/(3s)\), and this has no quadratic term.

Strain also changes the hopping. When \((5,0)\) is stretched along the boundary, two bonds lengthen and their hopping \(t_1\) falls below the hopping \(t_2\) of the third, perpendicular bond. The Dirac condition becomes
\[
2t_1\cos\frac\alpha2=t_2,
\]
so \(\cos(\alpha/2)>1/2\) and \(\alpha\) drops below \(2\pi/3\). The phase \(5\alpha\), equivalent to \(-2\pi/3\) before strain, moves away from zero. This shift raises the gap.

For an estimate, take \(t\propto\exp[-3(\ell/\ell_0-1)]\), with \(\ell/\ell_0\) the relative bond length, and a Poisson ratio of 0.17; both parameters are rough. In the table both sides are strained to the mean period, and the misfit is relative to that mean.

| Pair | \(\bar d\) (nm) | Misfit | Unstrained bands (eV) | Strained (eV) |
|---|---|---|---|---|
| (3,1)\|(2,2) | 0.87 | 4.0 % | 1.60 | 1.47 |
| (3,2)\|(4,1) | 1.10 | 5.0 % | 1.22 | 1.01 |
| (5,0)\|(3,3) | 1.25 | 3.8 % | 1.11 | 1.28 |
| (4,2)\|(3,3) | 1.29 | 1.8 % | 1.07 | 1.03 |

For the pairs in the table, the changes relative to the unstrained bands run from −17 % to +15 %. The distribution of strain matters too: for \((5,0)|(3,3)\) the gap is 1.37 eV if only \((5,0)\) is strained and 1.18 eV if only \((3,3)\) is. Halving the momentum mesh changes the former by \(3\times10^{-7}\) eV, so the uncertainty lies in the model. It omits electron interactions, further-neighbour hopping and relaxation of the boundary. It also moves both sublattices with the same uniform strain, whereas in a real strained grain they shift relative to each other. This shift reduces the shear part of the bond-length changes by a factor that depends on the force model. At the same Poisson ratio, the Keating model leaves about 0.59 of it, and a model with harmonic springs for bond lengths and angles leaves about 0.71. With the factor 0.59 the strained gaps in the table become about 1.52, 1.11, 1.21 and 1.05 eV, and the changes run from about −9 % to +9 %. With 0.71 the changes reach about 11 % in either direction. The strained values above are therefore estimates, not predictions to three digits.

These ranges do not carry over to longer periods at the same misfit. A given strain moves the Dirac points by a fixed momentum, while \(\Delta k\) falls as \(1/d\), so the relative effect can grow. In the uniform-strain model, enlarging both periods of \((5,0)|(3,3)\) by factors of 2 and 4 gives changes of about −30 % and +39 %, and the formula is then only a rough guide. A longer period with a small misfit is less affected: for \((7,0)|(4,4)\), with a misfit of 1.0 %, the change is about +5 %.

Strain can also open a gap between grains of the same class, because it shifts their Dirac points by different amounts when their lattices are oriented differently. Stretching both sides of \((5,3)|(7,0)\) by 4 % along the boundary opens about 0.45 eV in the uniform-strain model, and about 0.26 eV with the factor 0.59.

### The number in a real device

The value 1.38 eV is a nominal one for \(d=1\) nm; among the pairs in the table, the nearest period is 1.10 nm. With spin and valley degeneracy 4, the carrier density that brings the Fermi level to the gap edge is
\[
n_e=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad k_F=\frac{\Delta k}{2}=1.047\ \text{nm}^{-1},
\]
or \(n_e=3.5\times10^{13}\) cm\(^{-2}\). Inducing it from neutrality with a single SiO\(_2\) gate of relative permittivity 3.9 needs a field \(en_e/(3.9\,\varepsilon_0)=16\) MV/cm, above the rough breakdown field of 10 MV/cm. For this nominal gap the gate cannot reach the edge. The required field scales as the square of the gap, however. For the strained gap of 1.03 eV in the table it is about 9 MV/cm, so that edge lies close to the limit of the gate rather than clearly beyond it.

At 300 K, \(k_BT=0.0259\) eV and the Boltzmann factor at the edge is \(e^{-E_g/2k_BT}=2.6\times10^{-12}\). This should not be read as the off-state current of a device. Real boundaries have defects and kinks that break the period and supply the missing momentum. Phonons can do so as well: for a rough sound velocity of \(2\times10^4\) m/s, a longitudinal acoustic phonon of wave number \(\Delta k\) has an energy of 28 meV and a thermal occupation of 0.52. Out-of-plane acoustic phonons of the same wave number are much softer and have a larger occupation. The size of either leakage depends on scattering strengths that this kinematic argument does not contain. The numerical output below lists the main computed values.

## Calculated quantities

```
hbar*v = 0.6582 eV nm (v = 1e6 m/s)
period d = 1.0 nm; Delta k = 2.0944 nm^-1
half-gap = 0.6893 eV; TRANSPORT GAP = 1.3786 eV
density at gap edge = 3.491e+13 cm^-2
SiO2 gate field (eps_r 3.9) = 16.2 MV/cm
distinct squared periods checked = 1562
lattice a = 0.246 nm; hopping = 3.0896 eV
(5,0)|(3,3): mean d 1.254 nm, lattice 1.1107 eV, dev +1.04 %
(10,0)|(6,6): mean d 2.508 nm, lattice 0.5451 eV, dev -0.83 %
(20,0)|(12,12): mean d 5.017 nm, lattice 0.2757 eV, dev +0.34 %
(40,0)|(24,24): mean d 10.033 nm, lattice 0.1371 eV, dev -0.19 %
same-class control (5,3)|(7,0): gap = 1.2e-14 eV
E/half-gap 0.5: max transmission 3.92e-06, 4.01e-06
E/half-gap 0.9: max transmission 1.73e-06, 8.18e-07
E/half-gap 1.1: max transmission 1.16e-01, 1.20e-01
E/half-gap 1.3: max transmission 2.21e-01, 2.88e-01
tenfold broadening multiplies in-gap residue by 10.0, 10.0
(5,0)|(3,3), offset 0.4 eV: gap = 1.113 eV
decay formula, period 40 cells: largest error 3.17 %
decay formula, period 160 cells: largest error 0.77 %
300 K: kT = 0.0259 eV; exp(-half-gap/kT) = 2.6e-12
at E = 0.345 eV: slowest decay kappa = 1.481 nm^-1
leakage exp(-2 kappa L), L = 10 nm: 1.4e-13
lattice decay, below K: kappa = 1.198 nm^-1; leakage 3.9e-11
lattice decay, above K: kappa = 1.927 nm^-1; leakage 1.8e-17
phonon at Delta k (rough 2e4 m/s) = 27.6 meV; occupation at 300 K = 0.52
strain model: beta = 3.0, Poisson ratio = 0.17
pair: mean d; misfit; formula, unstrained lattice, shared strain
(3, 1)|(2, 2): 0.870 nm; 4.0 %; 1.585, 1.595, 1.471 eV
(3, 2)|(4, 1): 1.100 nm; 5.0 %; 1.253, 1.222, 1.013 eV
(5, 0)|(3, 3): 1.254 nm; 3.8 %; 1.099, 1.111, 1.277 eV
(4, 2)|(3, 3): 1.290 nm; 1.8 %; 1.069, 1.072, 1.032 eV
(5,0)|(3,3), strain only in (5,0): 1.374 eV
(5,0)|(3,3), strain only in (3,3): 1.177 eV
mesh 720 to 1440: strained gap shift = 2.8e-07 eV
```
